\section*{Breit-Pauli Shift of the Electron Affinity of Hydrogen}

\section{Problem}

The negative ion H$^-$ has one bound level below the energy of H plus a free electron at rest: a singlet S state. Its electron affinity is
\begin{equation}
A=E(\mathrm H)-E(\mathrm H^-).
\end{equation}
In the nonrelativistic problem with a fixed point nucleus, $A_0=0.05550$ Ry. By how much, and in which direction, do the Breit-Pauli terms, the relativistic corrections of relative order $\alpha^2$, change it?

Use Rydberg atomic units: lengths in $a_0$, momenta in $\hbar/a_0$, energies in Ry. Then $\hbar=1$, $2m=1$, $e^2=2$, and $\alpha=e^2/(\hbar c)$ gives $c=2/\alpha$. With $r_{12}=|\mathbf r_1-\mathbf r_2|$,
\begin{equation}
H_0=p_1^2+p_2^2-\frac{2}{r_1}-\frac{2}{r_2}+\frac{2}{r_{12}} .
\end{equation}
The expectation values given for the ground state of H$^-$ are
\begin{align}
\langle p_1^4\rangle&=2.4626, & \langle\delta(\mathbf r_1)\rangle&=0.16455,\nonumber\\
\langle\delta(\mathbf r_{12})\rangle&=0.002738, & B&=-0.00888 .
\end{align}
The first is in $(\hbar/a_0)^4$, the others in $a_0^{-3}$. The orbit-orbit element is defined, with $\mathbf n=(\mathbf r_1-\mathbf r_2)/r_{12}$, by
\begin{equation}
B=\left\langle-\frac{1}{2r_{12}}\left[\mathbf p_1\cdot\mathbf p_2+\mathbf n\cdot(\mathbf n\cdot\mathbf p_1)\mathbf p_2\right]\right\rangle .
\label{eq:B}
\end{equation}
This definition matters: the factor that turns $B$ into an energy in Ry has to be derived.

\section{First estimate by scaling}

Relativistic effects arise mainly near the nucleus, where electrons are fast. The extra electron of H$^-$ is weakly bound and spends only part of its time there. Outside the atom, where the attraction has died out, its s wave obeys $-\nabla^2\phi=-A_0\phi$, so
\begin{equation}
\phi=\sqrt{\frac{\kappa}{2\pi}}\,\frac{e^{-\kappa r}}{r},\qquad \kappa=\sqrt{A_0}=0.2356 .
\end{equation}
The prefactor normalizes this tail when it is continued to $r=0$, since $4\pi(\kappa/2\pi)\int_0^\infty e^{-2\kappa r}dr=1$. The probability within one Bohr radius is then
\begin{equation}
w=2\kappa\int_0^1e^{-2\kappa r}dr=1-e^{-2\kappa}=0.376 .
\end{equation}
The tail is not the true wave function inside the atom, so $w$ is not a computed probability, and it overstates the extra charge there: an accurate wave function of H$^-$ has 0.353 electrons within one Bohr radius against 0.323 for H, an excess of only 0.029. It serves here as a crude scale and no more. For such a scale its leading term in $\kappa$, $2\kappa=0.471$, which exceeds $w$ by a quarter of $w$, is sufficient and is used below.

For the strength of the effect inside the atom, take the size of the relativistic shift of hydrogen itself, $\alpha^2/4$ Ry, derived below. With $\alpha^2\,\mathrm{Ry}=5.844$ cm$^{-1}$,
\begin{equation}
|\Delta A|\sim2\kappa\,\frac{\alpha^2}{4}\,\mathrm{Ry}
=0.118\times5.844\ \mathrm{cm^{-1}}\approx0.7\ \mathrm{cm^{-1}} .
\end{equation}
The argument gives a size but no sign, because the corrections contain terms of both signs.

\section{Solution}

\subsection{One electron in the nuclear field}

Let $\varphi$ and $\eta$ be the upper and lower components of the Dirac spinor, $V$ the potential energy and $\varepsilon$ the energy without the rest energy. Since $2mc^2=c^2$ in these units,
\begin{align}
(\varepsilon-V)\varphi&=c\,\boldsymbol\sigma\cdot\mathbf p\,\eta,\\
(c^2+\varepsilon-V)\eta&=c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi .
\end{align}
Solving the second equation to the order needed gives
\begin{equation}
\eta=\frac1c\left(1-\frac{\varepsilon-V}{c^2}\right)\boldsymbol\sigma\cdot\mathbf p\,\varphi ,
\end{equation}
and the first becomes
\begin{equation}
\varepsilon\varphi=\left[p^2+V-\frac1{c^2}\boldsymbol\sigma\cdot\mathbf p(\varepsilon-V)\boldsymbol\sigma\cdot\mathbf p\right]\varphi .
\end{equation}
The total norm is $\langle\varphi|1+p^2/c^2|\varphi\rangle$ to this order. A two-component function with unit norm is therefore $\Phi=(1+p^2/2c^2)\varphi$. Insert $\varphi=(1-p^2/2c^2)\Phi$ and multiply from the left by $1-p^2/2c^2$:
\begin{align}
\varepsilon\left(1-\frac{p^2}{c^2}\right)\Phi=\Big[&p^2+V-\frac{1}{2c^2}\{p^2,p^2+V\}\nonumber\\
&-\frac{\varepsilon p^2}{c^2}+\frac1{c^2}\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p\Big]\Phi .
\end{align}
The terms $-\varepsilon p^2/c^2$ cancel. The anticommutator with $p^2$ gives $-p^4/c^2$. The terms with $V$ combine into a double commutator:
\begin{align}
\boldsymbol\sigma\cdot\mathbf p\,V\boldsymbol\sigma\cdot\mathbf p-\tfrac12\{p^2,V\}
&=-\tfrac12[\boldsymbol\sigma\cdot\mathbf p,[\boldsymbol\sigma\cdot\mathbf p,V]]\nonumber\\
&=\tfrac12\nabla^2V+\boldsymbol\sigma\cdot(\nabla V\times\mathbf p).
\end{align}
The second line follows from $[\boldsymbol\sigma\cdot\mathbf p,V]=-i\boldsymbol\sigma\cdot\nabla V$ and $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$. The last term is the spin-orbit coupling. It vanishes in an s state, and in a singlet its expectation value vanishes because it is linear in one spin.

For $V=-2/r$ one has $\nabla^2V=8\pi\delta(\mathbf r)$. With $1/c^2=\alpha^2/4$ the remaining correction is
\begin{equation}
h=\alpha^2\left[-\frac{p^4}{4}+\pi\delta(\mathbf r)\right].
\label{eq:one}
\end{equation}
The first term is negative because the relativistic kinetic energy grows more slowly than $p^2$. The second, the Darwin term, weakens the attraction at the nucleus.

For hydrogen, $\Phi=e^{-r}/\sqrt\pi$ and $\nabla^2\Phi=(1-2/r)\Phi$. With $\langle1/r\rangle=1$ and $\langle1/r^2\rangle=4\int_0^\infty e^{-2r}dr=2$,
\begin{equation}
\langle p^4\rangle=\int(\nabla^2\Phi)^2d^3r=1-4+8=5,\qquad
\langle\delta\rangle=\frac1\pi .
\end{equation}
Hence
\begin{equation}
E_{\rm BP}(\mathrm H)=\alpha^2\left(-\frac54+1\right)=-\frac{\alpha^2}{4}.
\end{equation}
This single number would not fix two coefficients. For 2s, $\langle p^4\rangle=0.8125$ and $\langle\delta\rangle=0.039789$ give $-0.078125\,\alpha^2$. Both levels agree with the expanded Dirac energies, which tests the two coefficients separately.

\subsection{Contact terms between the electrons}

Let electron 1 go from $\mathbf p_1$ to $\mathbf p_1'=\mathbf p_1+\mathbf q$ and electron 2 from $\mathbf p_2$ to $\mathbf p_2'=\mathbf p_2-\mathbf q$. The starting point is the Coulomb interaction plus the exchange of one transverse photon between positive-energy electrons, with the energy carried by the photon neglected beside $cq$:
\begin{equation}
U=\frac{8\pi}{q^2}\left[\rho_1\rho_2-\mathbf a_1\cdot\mathbf a_2+\frac{(\mathbf a_1\cdot\mathbf q)(\mathbf a_2\cdot\mathbf q)}{q^2}\right].
\end{equation}
Here $8\pi/q^2$ is the Fourier transform of $2/r_{12}$, while $\rho$ and $\mathbf a$ are the matrix elements of unity and of the Dirac matrices $\boldsymbol\alpha$. The minus sign expresses the attraction of parallel currents of equal charges.

A free spinor has upper component $(1-p^2/2c^2)\chi$ and, to leading order, lower component $(\boldsymbol\sigma\cdot\mathbf p/c)\chi$. The charge factor of electron 1 is
\begin{align}
\rho_1&=1-\frac{p_1^2+p_1'^2}{2c^2}+\frac{(\boldsymbol\sigma_1\cdot\mathbf p_1')(\boldsymbol\sigma_1\cdot\mathbf p_1)}{c^2}\nonumber\\
&=1-\frac{q^2}{2c^2}+\frac{i\boldsymbol\sigma_1\cdot(\mathbf q\times\mathbf p_1)}{c^2},
\end{align}
because $p_1^2+p_1'^2-2\mathbf p_1\cdot\mathbf p_1'=q^2$. The spin term is linear in $\boldsymbol\sigma_1$ and drops out of a singlet expectation value. Each electron contributes $-q^2/2c^2=-\alpha^2q^2/8$, so together they give
\begin{equation}
2\left(-\frac{\alpha^2q^2}{8}\right)\frac{8\pi}{q^2}=-2\pi\alpha^2 .
\end{equation}
A constant in $\mathbf q$ is a delta function in position, so this is $-2\pi\alpha^2\delta(\mathbf r_{12})$.

The current of electron 1 has components
\begin{equation}
a_{1i}=\frac1c\left(\sigma_{1i}\,\boldsymbol\sigma_1\cdot\mathbf p_1+\boldsymbol\sigma_1\cdot\mathbf p_1'\,\sigma_{1i}\right).
\end{equation}
Multiplying out the Pauli matrices, and changing the sign of $\mathbf q$ for electron 2, gives
\begin{equation}
\mathbf a_1=\frac{2\mathbf P_1+i\boldsymbol\sigma_1\times\mathbf q}{c},\qquad
\mathbf a_2=\frac{2\mathbf P_2-i\boldsymbol\sigma_2\times\mathbf q}{c},
\end{equation}
where $\mathbf P_k=(\mathbf p_k+\mathbf p_k')/2$. The spin currents are perpendicular to $\mathbf q$. Their product contributes
\begin{equation}
-\frac{8\pi}{q^2}\frac{\alpha^2}{4}(\boldsymbol\sigma_1\times\mathbf q)\cdot(\boldsymbol\sigma_2\times\mathbf q)
=-2\pi\alpha^2\left[\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2-\frac{(\boldsymbol\sigma_1\cdot\mathbf q)(\boldsymbol\sigma_2\cdot\mathbf q)}{q^2}\right].
\end{equation}
In a singlet the two spins are opposite along every axis. Thus $\boldsymbol\sigma_1\cdot\boldsymbol\sigma_2=-3$, and the second product divided by $q^2$ is $-1$. The bracket is $-2$, and the contribution is $+4\pi\alpha^2\delta(\mathbf r_{12})$. Adding the Darwin part,
\begin{equation}
-2\pi\alpha^2\delta(\mathbf r_{12})+4\pi\alpha^2\delta(\mathbf r_{12})=2\pi\alpha^2\delta(\mathbf r_{12}).
\end{equation}
The net contact term is repulsive. A direct evaluation of $U$ with Dirac spinors at two sets of momenta gives the coefficients 6.28318 and 6.28317, against $2\pi=6.28319$.

\subsection{Orbit-orbit term}

Cross terms between a spin current and $\mathbf P$ are linear in one spin and vanish in the singlet. There remains
\begin{equation}
-2\alpha^2\left[\frac{4\pi}{q^2}\left(\delta_{ij}-\frac{q_iq_j}{q^2}\right)\right]P_{1i}P_{2j}.
\end{equation}
To find the bracket in position space, write $r$ for $r_{12}$. The transform of $1/r$ is $4\pi/q^2$. Since $\nabla^2r=2/r$, the transform of $r$ is $-8\pi/q^4$, and that of $-\frac12\partial_i\partial_jr$ is $\frac12q_iq_j(-8\pi/q^4)$. The bracket therefore belongs to
\begin{equation}
K_{ij}=\frac{\delta_{ij}}r-\frac12\partial_i\partial_jr
=\frac{\delta_{ij}+n_in_j}{2r},
\end{equation}
where $\partial_i\partial_jr=(\delta_{ij}-n_in_j)/r$ was used. Its divergence vanishes:
\begin{equation}
\partial_iK_{ij}=\partial_j\frac1r-\frac12\partial_j\nabla^2r
=\partial_j\frac1r-\partial_j\frac1r=0 .
\end{equation}
The momenta can thus be placed on either side of $K_{ij}$, and the operator is $-2\alpha^2K_{ij}p_{1i}p_{2j}$. By equation~(\ref{eq:B}), $B=-\langle K_{ij}p_{1i}p_{2j}\rangle$, so the energy is $2\alpha^2B$.

For a real wave function, moving $p_{1i}$ to the left gives
\begin{equation}
B=-\int K_{ij}\,\frac{\partial\psi}{\partial r_{1i}}\frac{\partial\psi}{\partial r_{2j}}\,d^3r_1d^3r_2 .
\label{eq:Bgrad}
\end{equation}
Suppose both electrons occupied the same real orbital, $\psi=\phi(\mathbf r_1)\phi(\mathbf r_2)$. The product of derivatives would be $\frac14\partial_{1i}\phi^2(\mathbf r_1)\,\partial_{2j}\phi^2(\mathbf r_2)$. Integration by parts over $\mathbf r_1$ then moves the derivative to $K_{ij}$ and gives $B=0$. The same holds for any real $\psi=f(r_1,r_2)$ that depends only on the two distances from the nucleus. At fixed $\mathbf r_2$ the factor that depends on $\mathbf r_1$ is then a radial vector field, which is a gradient, and integration by parts again gives zero. A nonzero $B$ in this state therefore shows angular correlation, a dependence of $\psi$ on $r_{12}$.

\subsection{The change of the affinity}

The wave function is symmetric under exchange, so both electrons have equal one-body expectation values. Twice equation~(\ref{eq:one}), together with the pair terms, gives
\begin{equation}
\frac{E_{\rm BP}(\mathrm H^-)}{\alpha^2}=-\frac{\langle p_1^4\rangle}{2}+2\pi\langle\delta(\mathbf r_1)\rangle+2\pi\langle\delta(\mathbf r_{12})\rangle+2B .
\end{equation}
The free electron at rest has no correction. The lowering of the affinity is therefore
\begin{align}
-\Delta A&=E_{\rm BP}(\mathrm H^-)-E_{\rm BP}(\mathrm H)\nonumber\\
&=\alpha^2\Big[\frac14-\frac{\langle p_1^4\rangle}{2}+2\pi\langle\delta(\mathbf r_1)\rangle
+2\pi\langle\delta(\mathbf r_{12})\rangle+2B\Big].
\label{eq:result}
\end{align}
In units of $\alpha^2$ Ry, the ion has
\begin{equation}
-1.23130+1.03390+0.01720-0.01776=-0.19796 ,
\end{equation}
and the atom has $-0.25000$. The difference is $0.05204$, so
\begin{equation}
-\Delta A=0.05204\times5.84366\ \mathrm{cm^{-1}}=0.304\ \mathrm{cm^{-1}} .
\end{equation}
The Breit-Pauli terms lower the affinity by 0.304 cm$^{-1}$.

Because large terms cancel, the rounding of the data needs a check. Half a unit in each last digit, with all errors adding, changes the bracket by at most
\begin{equation}
\tfrac12(5\times10^{-5})+2\pi(5\times10^{-6}+5\times10^{-7})+2(5\times10^{-6})=7.0\times10^{-5} .
\end{equation}
This is 0.0004 cm$^{-1}$. The unrounded result is 0.3041 cm$^{-1}$, so the third digit is at the limit of what the data can support.

\section{Comparison and limits}

The estimate of 0.7 cm$^{-1}$ exceeds the result by a factor of about 2.3. This closeness does not confirm the picture behind it: with the actual excess of 0.029 electrons within one Bohr radius in place of $2\kappa$, the same formula gives 0.04 cm$^{-1}$, about seven times too small. The estimate also cannot see how the terms combine. Their contributions to the lowering are:
\begin{center}
\begin{tabular}{lr}
Term & cm$^{-1}$\\
\hline
mass-velocity & $0.1093$\\
nuclear Darwin & $0.1981$\\
electron contact & $0.1005$\\
orbit-orbit & $-0.1038$
\end{tabular}
\end{center}
The two electrons of H$^-$ together have $2\langle p_1^4\rangle=4.925$, slightly less than the value 5 of the one electron in H. The ion thus gains less from the mass-velocity term. Their total density at the nucleus, $2\times0.16455=0.3291$, is larger than the atomic $1/\pi=0.3183$, so the ion pays more Darwin energy. Both differences lower the affinity, by 0.3074 cm$^{-1}$ together. The two pair terms nearly cancel and leave $-0.0033$ cm$^{-1}$. The fourth decimals reflect the rounding of the data: converged expectation values give $0.1094$, $0.1982$, $0.1005$ and $-0.1037$ for the four terms, $0.3076$ for the one-body pair and $-0.0032$ for the two-body pair.

Neither the sign of the result nor this cancellation carries over to strongly charged two-electron ions. For nuclear charge $Z$, the Darwin coefficient in equation~(\ref{eq:one}) becomes $\pi Z$. At large $Z$, with $Z\alpha$ still small, both electrons occupy approximately the orbital $\phi=\sqrt{Z^3/\pi}\,e^{-Zr}$. Each then has the one-electron shift
\begin{equation}
\alpha^2\left(-\frac{5Z^4}{4}+\pi Z\frac{Z^3}{\pi}\right)=-\frac{\alpha^2Z^4}{4}.
\end{equation}
Removing one electron loses one such shift, so at leading order the energy needed to remove it is raised by $\alpha^2Z^4/4$. In H$^-$ it is lowered, and in He it is still lowered, by $0.096\,\alpha^2$ Ry. The sign turns at Li$^+$, and the limit is approached slowly: at $Z=10$ the rise is 0.66 of $\alpha^2Z^4/4$. The contact term in this limit follows from
\begin{equation}
\langle\delta(\mathbf r_{12})\rangle=\int\phi^4d^3r=\frac{Z^6}{\pi^2}\,4\pi\int_0^\infty r^2e^{-4Zr}dr=\frac{Z^3}{8\pi},
\end{equation}
which gives $\alpha^2Z^3/4$. The orbit-orbit term vanishes for the product and so has no $Z^3$ part. The near cancellation of the pair terms is therefore a property of H$^-$, not a general rule.

The given expectation values can be checked by solving for the ion variationally. The trial functions are symmetrized products $r_1^ir_2^jr_{12}^k e^{-ar_1-br_2}$, in a diffuse block for the outer electron and a compact block for the region where the electrons meet. The element $\langle p_1^4\rangle$ is computed as $\int(\nabla_1^2\psi)^2$, and $B$ from equation~(\ref{eq:Bgrad}).

With 91 functions the lowering is 0.3059 cm$^{-1}$; with 204, which include the first 91, it is 0.3049 cm$^{-1}$. The remaining excess of 0.0008 cm$^{-1}$ over the result from the given data is larger than the rounding bound, so rounding of the data can account for at most about half of it, and the rest lies in the variational calculation. Most of it comes from $\langle p_1^4\rangle=2.46240$, which is 0.00020 below the given value and adds 0.0006 cm$^{-1}$. The contact density, 0.002744 instead of 0.002738, adds about 0.0002 cm$^{-1}$. Both quantities move toward the given values as the basis grows. The lowering moves by 0.0010 cm$^{-1}$ between the two bases, so this calculation alone supports the result to about 0.001 cm$^{-1}$. The converged values $\langle p_1^4\rangle=2.46256$, $\langle\delta(\mathbf r_1)\rangle=0.164553$, $\langle\delta(\mathbf r_{12})\rangle=0.002738$ and $B=-0.008875$ give 0.3044 cm$^{-1}$. Of the excess, 0.0005 cm$^{-1}$ is thus basis error and 0.0003 cm$^{-1}$ is rounding of the data, and the value 0.304 stands. The full values are in the numerical output.

The result is a first-order correction for a fixed point nucleus. It omits radiative corrections, which enter at higher order in $\alpha$, and the motion of the nucleus. The latter is not small on this scale: replacing the electron mass by the reduced mass alone changes an affinity of 6091 cm$^{-1}$ by roughly one part in 1800, or about 3 cm$^{-1}$. The mass-polarization term $2(m/M)\,\mathbf p_1\cdot\mathbf p_2$, with $M$ the proton mass and $\langle\mathbf p_1\cdot\mathbf p_2\rangle=0.0329$, lowers the affinity by a further 3.9 cm$^{-1}$. Equation~(\ref{eq:result}) is therefore one contribution to the affinity, and a comparison with a measured value needs the recoil terms as well.

\section*{Table of computed values}
\begin{verbatim}
alpha^2 = 5.325135e-05 (dimensionless)
alpha^2 Ry = 5.84366 cm^-1
H 1s: <p^4> = 5.000000 (hbar/a0)^4, <delta> = 0.318310 a0^-3
H 1s: Dirac level shift = -0.250000 alpha^2 Ry
H 2s: <p^4> = 0.812500 (hbar/a0)^4, <delta> = 0.039789 a0^-3
H 2s: Dirac level shift = -0.078125 alpha^2 Ry
singlet contact coefficient from spinors = 6.28318, 6.28317 alpha^2 Ry a0^3
2 pi = 6.28319 (dimensionless)
given <p1^4> = 2.4626 (hbar/a0)^4
given <delta(r1)> = 0.16455 a0^-3
given <delta(r12)> = 0.002738 a0^-3
given orbit-orbit B = -0.00888 a0^-3
mass-velocity: H- -1.23130, H -1.25000, difference 0.01870 alpha^2 Ry
  lowering of affinity = 0.1093 cm^-1
nuclear Darwin: H- 1.03390, H 1.00000, difference 0.03390 alpha^2 Ry
  lowering of affinity = 0.1981 cm^-1
electron contact: H- 0.01720, H 0.00000, difference 0.01720 alpha^2 Ry
  lowering of affinity = 0.1005 cm^-1
orbit-orbit: H- -0.01776, H 0.00000, difference -0.01776 alpha^2 Ry
  lowering of affinity = -0.1038 cm^-1
total H- = -0.19796 alpha^2 Ry
total H = -0.25000 alpha^2 Ry
difference = 0.05204 alpha^2 Ry
lowering of affinity, given data = 0.3041 cm^-1
worst-case input rounding = 0.0004 cm^-1
diffuse block exponents a = 1.0, b = 0.35 a0^-1
compact block exponents a = 1.2, b = 0.75 a0^-1
small basis: 91 functions, E(H-) = -1.05550152 Ry
  virial ratio <V>/<T> = -2.0000034 (dimensionless)
  computed <p1^4> = 2.462088 (hbar/a0)^4
  computed <delta(r1)> = 0.164541 a0^-3
  computed <delta(r12)> = 0.002757 a0^-3
  computed orbit-orbit B = -0.008888 a0^-3
  lowering of affinity = 0.3059 cm^-1
large basis: 204 functions, E(H-) = -1.05550197 Ry
  virial ratio <V>/<T> = -2.0000005 (dimensionless)
  computed <p1^4> = 2.462398 (hbar/a0)^4
  computed <delta(r1)> = 0.164549 a0^-3
  computed <delta(r12)> = 0.002744 a0^-3
  computed orbit-orbit B = -0.008878 a0^-3
  lowering of affinity = 0.3049 cm^-1
nonrelativistic affinity, fixed nucleus = 6090.64 cm^-1
\end{verbatim}
